# Integrated Infrared Band Intensities in the Double-Harmonic Model, part 1

(Sections cited here and not found follow in the second part.)

An infrared beam crosses a cell of length $l$ that holds a dilute gas at molar concentration $C$. Near a vibrational wavenumber the transmitted intensity $I$ falls below the incident $I_0$. The shape of the dip depends on pressure, temperature and rotational structure, but the area under $\ln(I_0/I)$, divided by $Cl$, depends far less on them. An electronic-structure calculation, for its part, yields the slope of the dipole moment along a vibration. The question is which constant turns the square of that slope into the area

$$A=\frac{1}{Cl}\int\ln\frac{I_0}{I}\,d\tilde\nu ,$$

where $\tilde\nu=\omega/2\pi c$ and the logarithm is natural. SI units are used until the conversion factors are reached.

## 1. From the cell to one molecule

In linear absorption, with refractive index 1, a slab $dz$ with $n$ molecules per volume removes $dI=-n\sigma(\omega)I\,dz$, which defines the cross-section $\sigma$. Integration over the path gives $\ln(I_0/I)=n\sigma l$. With $n=N_AC$ and $d\tilde\nu=d\omega/2\pi c$,

$$A=\frac{N_A}{2\pi c}\int\sigma\,d\omega .\tag{1}$$

The area $\int\sigma\,d\omega$ follows from an energy balance for a light pulse $\hat e\,E(t)$. In a plane wave the magnetic field is $E/c$, so the Poynting flux is $E^2/\mu_{\rm vac}c=\varepsilon_0cE^2$. Define $\tilde E(\omega)=\int E(t)e^{i\omega t}dt$ and insert the inverse $E(t)=\frac1{2\pi}\int\tilde E(\omega)e^{-i\omega t}d\omega$ for one factor of $E^2$:

$$\int E^2dt=\frac1{2\pi}\int_{-\infty}^{\infty}\tilde E(\omega)\tilde E(-\omega)\,d\omega=\frac1\pi\int_0^\infty|\tilde E(\omega)|^2d\omega .$$

The last step uses $\tilde E(-\omega)=\tilde E(\omega)^*$ for a real field, which makes the integrand even. The energy per area and per unit positive frequency is therefore $F(\omega)=\varepsilon_0c|\tilde E(\omega)|^2/\pi$. Each frequency component is attenuated by $n\sigma F\,dz$, shared among $n\,dz$ molecules per area, so one molecule gains $\Delta U=\int\sigma F\,d\omega$. For a line at $\omega_0$ much narrower than the spectrum of the pulse, $F$ comes out of the integral:

$$\int\sigma\,d\omega=\frac{\pi\,\Delta U}{\varepsilon_0c\,|\tilde E(\omega_0)|^2}.\tag{2}$$

## 2. The simplest case: one oscillator, aligned, in its ground state

Take a diatomic molecule of reduced mass $m$ held along $\hat e$. With the mass-weighted coordinate $Q=\sqrt m\,(r-r_e)$ the two harmonic assumptions read

$$H_0=\tfrac12P^2+\tfrac12\omega_0^2Q^2,\qquad \mu=\mu_0+\mu'Q,\qquad \mu'=\frac{d\mu}{dQ}=\frac1{\sqrt m}\frac{d\mu}{dr}.$$

The wavelength is far larger than the molecule, so the coupling is $-\boldsymbol\mu\cdot\hat e\,E(t)$. Expanding the state as $\sum_fc_f e^{-iE_ft/\hbar}|f\rangle$ and setting $c_i=1$ on the right (first order in the field) gives $i\hbar\dot c_f=-\hat e\cdot\boldsymbol\mu_{fi}E(t)e^{i\omega_{fi}t}$, with $\hbar\omega_{fi}=E_f-E_i$. Integration over the pulse gives

$$c_f(\infty)=\frac i\hbar\,\hat e\cdot\boldsymbol\mu_{fi}\,\tilde E(\omega_{fi}),\qquad P_{fi}=\frac{|\hat e\cdot\boldsymbol\mu_{fi}|^2|\tilde E(\omega_{fi})|^2}{\hbar^2}.$$

The downward probability is the same, because $|\boldsymbol\mu_{if}\cdot\hat e|=|\boldsymbol\mu_{fi}\cdot\hat e|$ and $|\tilde E(-\omega)|=|\tilde E(\omega)|$. With populations $p_i,p_f$ the net gain is $\Delta U=\hbar\omega_{fi}P_{fi}(p_i-p_f)$, and (2) becomes

$$\int\sigma\,d\omega=\frac{\pi\,\omega_{fi}}{\hbar\varepsilon_0c}\,|\hat e\cdot\boldsymbol\mu_{fi}|^2\,(p_i-p_f).\tag{3}$$

For the matrix element let $a=\sqrt{\omega_0/2\hbar}\,(Q+iP/\omega_0)$. Then $[a,a^\dagger]=1$, $H_0=\hbar\omega_0(a^\dagger a+\frac12)$ and $Q=\sqrt{\hbar/2\omega_0}\,(a+a^\dagger)$. The state $a^\dagger|n\rangle$ lies one level up and has squared norm $\langle n|aa^\dagger|n\rangle=\langle n|a^\dagger a+1|n\rangle=n+1$. Hence

$$|\langle n+1|Q|n\rangle|^2=(n+1)\frac{\hbar}{2\omega_0},\tag{4}$$

and $Q$ joins neighbouring levels only. The constant $\mu_0$ joins no two different levels, since they are orthogonal. For $p_0=1$, $p_1=0$,

$$\int\sigma\,d\omega=\frac{\pi\omega_0}{\hbar\varepsilon_0c}\,\mu'^2\frac{\hbar}{2\omega_0}=\frac{\pi\mu'^2}{2\varepsilon_0c}.\tag{5}$$

Both $\omega_0$ and $\hbar$ have cancelled: a stiffer mode takes a larger quantum but has a smaller zero-point amplitude.

*Classical limit.* A result free of $\hbar$ should follow from Newton's equation $\ddot Q+\omega_0^2Q=\mu'E(t)$. Put $z=\dot Q-i\omega_0Q$, so that the energy is $\frac12|z|^2$. Then $\dot z=-\omega_0^2Q-i\omega_0\dot Q+\mu'E=-i\omega_0z+\mu'E$, that is $\frac{d}{dt}(ze^{i\omega_0t})=\mu'Ee^{i\omega_0t}$. If $ze^{i\omega_0t}$ equals $z_0$ before the pulse, it equals $z_0+\mu'\tilde E(\omega_0)$ after it, and

$$\Delta U=\tfrac12\mu'^2|\tilde E(\omega_0)|^2+\mathrm{Re}\,[z_0^*\mu'\tilde E(\omega_0)].$$

The second term averages to zero over the initial phase, and the first, put into (2), returns (5). The equation is linear, so it holds unchanged for Heisenberg operators, with $z\propto a$; since $\langle a\rangle=0$ in any mixture of number states, the energy gain of the double-harmonic oscillator is exact at any field strength and for any such mixture.

## 3. Random orientation

In the gas the vector $\mathbf d=\partial\boldsymbol\mu/\partial Q$ makes a random angle $\vartheta$ with $\hat e$. Rotation is treated for now only as this static average. With $u=\cos\vartheta$ uniform on $[-1,1]$,

$$\langle(\hat e\cdot\mathbf d)^2\rangle=|\mathbf d|^2\,\tfrac12\int_{-1}^1u^2du=\tfrac13|\mathbf d|^2 .$$

Equations (1) and (5) then give

$$A=\frac{N_A}{2\pi c}\cdot\frac{\pi}{2\varepsilon_0c}\cdot\frac13\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2=\frac{N_A}{12\,\varepsilon_0c^2}\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2.\tag{6}$$

The 12 is the product of 2 from $d\omega=2\pi c\,d\tilde\nu$, 2 from $\hbar/2\omega_0$ and 3 from orientation; the $\pi$ of the first cancels the $\pi$ of the spectral fluence. A sample with all $\mathbf d$ along $\hat e$ would absorb three times as much, and one with $\mathbf d\perp\hat e$ not at all.

## 4. Finite temperature

All steps $n\to n+1$ lie at $\omega_0$ in a harmonic well, so their contributions (3) add under one band. By (4) the factor that replaces $p_0-p_1=1$ is

$$\sum_{n\ge0}(n+1)(p_n-p_{n+1})=\sum_{n\ge0}(n+1)p_n-\sum_{n'\ge1}n'p_{n'}=\sum_{n\ge0}p_n=1,$$

where $n'=n+1$ in the second sum and the mean quantum number $\bar n=\sum np_n$ is finite. Equation (6) is thus independent of temperature, on two conditions: hot bands are counted in the area, and stimulated emission is subtracted. Upward steps alone give $1+\bar n$. The step $0\to1$ alone gives $p_0-p_1=(1-x)^2$ for Boltzmann populations $p_n=(1-x)x^n$, $x=e^{-hc\tilde\nu/kT}$; since $\bar n=x/(1-x)$, this is $(1+\bar n)^{-2}$.

*Limits.* For $T\to0$ the three factors all tend to 1. For a mode at 1000 cm$^{-1}$ and 1500 K, $hc\tilde\nu/kT=0.95918$ and $\bar n=0.62128$. An oscillator diagonalized on a grid confirms (4) and gives 1.0000000 for the net sum and 1.62128 for the upward sum; its $p_0-p_1=0.38044$ equals $1/1.62128^2$.

Equation (6) was also tested without perturbation theory. The time-dependent Schrödinger equation was integrated in 40 levels for this mode, with $|\mathbf d|=1$ D/(Å amu$^{1/2}$), in a Gaussian pulse of peak field $10^9$ V/m tuned to $1.1\,\omega_0$, with $F(\omega_0)=3.07676\times10^{-13}$ J s m$^{-2}$. The orientation-averaged gain is $2.047181\times10^{-3}$ quanta at both 0 K and 1500 K, as the Heisenberg argument of section 2 requires, and (1) with (2) gives 42.2561 km/mol, required to match (6) to a relative $10^{-6}$.

## 5. Finite line width

Add a friction $\gamma\dot Q$ to the classical equation and drive it with $E=\mathrm{Re}\,E_0e^{-i\omega t}$. The steady response is $Q=\mathrm{Re}\,[\mu'E_0e^{-i\omega t}/(\omega_0^2-\omega^2-i\gamma\omega)]$, so the polarizability is $\alpha_v=\mu'^2/(\omega_0^2-\omega^2-i\gamma\omega)$. The mean absorbed power is $\langle E\dot\mu\rangle=\frac12\mathrm{Re}(-i\omega\alpha_v)E_0^2=\frac12\omega\,\mathrm{Im}\,\alpha_v\,E_0^2$ and the mean flux is $\frac12\varepsilon_0cE_0^2$. Their ratio is $\sigma$:

$$\int_0^\infty\sigma\,d\omega=\frac{\mu'^2}{\varepsilon_0c}K,\qquad K=\int_0^\infty\frac{\gamma\omega^2\,d\omega}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}=\int_0^\infty\frac{\gamma\,d\omega}{s^2+\gamma^2},$$

with $s=\omega-\omega_0^2/\omega$ after division by $\omega^2$. The substitution $\omega\to\omega_0^2/\omega$ sends $s\to-s$ and gives the same $K$ with the weight $\omega_0^2/\omega^2$. Adding the two forms and using $ds=(1+\omega_0^2/\omega^2)\,d\omega$,

$$2K=\int_{-\infty}^\infty\frac{\gamma\,ds}{s^2+\gamma^2}=\pi .$$

So $K=\pi/2$ for every $\gamma>0$, and (5) holds in this damping model at any width. Quadrature gives 1.5707963 for $\gamma/\omega_0=0.01$ and for $0.3$. In a measurement the lines must be resolved or optically thin, because the logarithm of an averaged transmission is not the average of the logarithm.

## 6. The conversion factors

Since $1/\varepsilon_0c^2=\mu_{\rm vac}$ has the unit kg m C$^{-2}$ and $|\partial\boldsymbol\mu/\partial Q|^2$ has C$^2$/kg, $A$ is in m/mol. The prefactor is $N_A/12\varepsilon_0c^2=6.306371\times10^{16}$ m kg C$^{-2}$ mol$^{-1}$. The debye is $10^{-18}$ esu cm, which is $10^{-21}/c$ C m with $c$ in m/s, or $3.335641\times10^{-30}$ C m, and 1 amu is $1.660539\times10^{-27}$ kg. Then

$$\frac{\mathrm D^2}{\text{Å}^2\,\mathrm{amu}}=\frac{(3.335641\times10^{-20})^2}{1.660539\times10^{-27}}=6.700535\times10^{-13}\ \mathrm{C^2/kg},$$

$$6.306371\times10^{16}\times6.700535\times10^{-13}=4.22561\times10^4\ \mathrm{m/mol}=42.256\ \mathrm{km/mol}.$$

A dipole in $e\times$length differentiated by the same length is a charge, so the natural unit is $e^2/\mathrm{amu}=1.545865\times10^{-11}$ C$^2$/kg, whichever length unit is used:

$$6.306371\times10^{16}\times1.545865\times10^{-11}=9.74880\times10^5\ \mathrm{m/mol}=974.9\ \mathrm{km/mol}.$$

The ratio of the two factors is $(e\text{Å}/\mathrm D)^2=4.80320^2=23.0708$. With masses in electron masses the factor is $1.77710\times10^6$ km/mol per $e^2/m_e$. For $\log_{10}$ in place of $\ln$, both factors are divided by $\ln10$ and become 18.3516 and 423.385 km/mol.

*Other forms.* Writing $N_A/12\varepsilon_0c^2=(\pi N_A/3c^2)(1/4\pi\varepsilon_0)$ shows the Gaussian form $\pi N_A|\partial\boldsymbol\mu/\partial Q|^2/3c^2$. With $e^2/4\pi\varepsilon_0=\alpha\hbar c$, $\alpha$ the fine-structure constant, the second factor is $\pi N_A\alpha\hbar/3cm_u$, with $m_u=1$ amu. Both forms are tested against the SI values to a relative $10^{-8}$.

## 7. Polyatomic molecules

Let $\Delta\mathbf R$ be the $3N$ Cartesian displacements from a minimum, $\mathsf M$ the diagonal mass matrix and $\mathsf H$ the Hessian. In $\mathbf q=\mathsf M^{1/2}\Delta\mathbf R$ the kinetic energy is $\frac12\dot{\mathbf q}^2$ and the potential $\frac12\mathbf q^T\mathsf M^{-1/2}\mathsf H\mathsf M^{-1/2}\mathbf q$. The orthonormal eigenvectors $\mathbf L_k$ of this symmetric matrix, with eigenvalues $\omega_k^2$, define $\mathbf q=\sum_k\mathbf L_kQ_k$ and split the Hamiltonian into independent oscillators. Atom $A$ moves by $\sum_k\mathbf L_{Ak}Q_k/\sqrt{m_A}$, so the chain rule gives

$$\frac{\partial\boldsymbol\mu}{\partial Q_k}=\sum_A\mathsf P_A\frac{\mathbf L_{Ak}}{\sqrt{m_A}},\qquad(\mathsf P_A)_{\alpha\beta}=\frac{\partial\mu_\alpha}{\partial R_{A\beta}},\tag{7}$$

with $\mathsf P_A$ the atomic polar tensor. The states are products and the dipole is linear in the $Q_k$, so a matrix element changes one mode by one quantum; the populations of the other modes sum to 1. Each mode obeys (6), and overtones and combination bands have no intensity in this model. Degenerate components lead to different final states, so their $A_k$ add. The sum is unchanged by an orthogonal mixing $\mathsf O$ of the components, because for the matrix $\mathsf D$ whose columns are the derivatives $\mathrm{tr}(\mathsf D\mathsf O\mathsf O^T\mathsf D^T)=\mathrm{tr}(\mathsf D\mathsf D^T)$.

*Rigid motions as limits.* A translation by $\mathbf t$ changes the dipole by the total charge times $\mathbf t$, so $\sum_A\mathsf P_A=0$ for a neutral molecule. A rotation by $\delta\varphi$ about a principal axis $\mathbf e_\alpha$ moves atom $A$ by $\delta\varphi\,\mathbf e_\alpha\times\boldsymbol\rho_A$, with $\boldsymbol\rho_A$ taken from the centre of mass, and turns the dipole by $\delta\varphi\,\mathbf e_\alpha\times\boldsymbol\mu_0$. Its mass-weighted vector $\sqrt{m_A}\,\mathbf e_\alpha\times\boldsymbol\rho_A$ has squared norm $I_\alpha$, and the vectors of different principal axes are orthogonal because their product is the off-diagonal element of the inertia tensor. The derivative along the normalized vector is therefore $\mathbf e_\alpha\times\boldsymbol\mu_0/\sqrt{I_\alpha}$. At a stationary point these six motions of a nonlinear molecule are the zero modes, and with the vibrations they form a complete orthonormal set $\boldsymbol\ell_j$. For the $3\times3N$ matrix $\mathsf W=(\mathsf P_1/\sqrt{m_1},\dots,\mathsf P_N/\sqrt{m_N})$, completeness $\sum_j\boldsymbol\ell_j\boldsymbol\ell_j^T=1$ gives $\sum_j|\mathsf W\boldsymbol\ell_j|^2=\mathrm{tr}\,\mathsf W\mathsf W^T$, or, for a neutral molecule, where the translations contribute nothing,

$$\sum_k\left|\frac{\partial\boldsymbol\mu}{\partial Q_k}\right|^2+\sum_\alpha\frac{|\mathbf e_\alpha\times\boldsymbol\mu_0|^2}{I_\alpha}=\sum_A\frac{\|\mathsf P_A\|^2}{m_A},\tag{8}$$

where $\|\mathsf P_A\|^2$ is the sum of the squared elements. For an ion of charge $Z$ and total mass $M$ each normalized translation has a derivative of size $Z/\sqrt M$, so the left side gains $3Z^2/M$, with $\boldsymbol\mu_0$ taken from the centre of mass.

Equation (6) now gives the intensity of each vibrational mode from its dipole derivative, with factors of 42.256 km/mol per D$^2$/(Å$^2$ amu) and 974.9 km/mol per $e^2$/amu, and (7) and (8) supply the derivatives of a polyatomic molecule and a sum rule to check them. It remains to apply these results to water and to examine what the static average over orientation and the two harmonic assumptions leave out.
